# Removing the quadratic thickness error with an offset molecular-beam source

A small source with cosine emission faces a rotating wafer, its axis parallel to the wafer normal. It lies a distance $h$ from the wafer plane and a lateral distance $L$ from the rotation axis. With $S=h^2+L^2$, the film thickness $t$ at radius $r$ on the wafer is

$$
\frac{t(r)}{t(0)}=\frac{S^2(S+r^2)}{\left[(S+r^2)^2-4L^2r^2\right]^{3/2}}
=1+\frac{2(2L^2-h^2)}{S^2}\,r^2+O(r^4).
$$

The quadratic term vanishes at the single positive offset $L=h/\sqrt2$, and there

$$
\frac{t(r)}{t(0)}=1-\frac{20}{27}\left(\frac rh\right)^4+O(r^6).
$$

The offset therefore raises the order of the error without making the film perfectly uniform. The result assumes a source much smaller than $h$, flight without collisions, a steady beam, complete sticking, and uniform rotation through whole turns.

Let the source emit $Q$ particles per second. Cosine emission means that the rate per unit solid angle at angle $\theta$ from the source axis is $(Q/\pi)\cos\theta$. The prefactor is correct because

$$
\int_0^{\pi/2}\frac Q\pi\cos\theta\;2\pi\sin\theta\,d\theta=Q .
$$

A wafer element of area $dA$ at distance $D$ from the source subtends the solid angle $\cos\theta_w\,dA/D^2$, where $\theta_w$ is the angle between the beam and the wafer normal. Since source axis and wafer normal are parallel, both cosines equal $h/D$. If $\rho$ is the lateral distance between source and element, $D^2=h^2+\rho^2$, and the arrival rate per unit area is

$$
F(\rho)=\frac Q\pi\,\frac{h^2}{(h^2+\rho^2)^2}.
$$

Two of the four powers of $D$ come from the spreading of the beam and two from the cosines.

Seen from the chamber, a wafer point at radius $r$ moves on a circle about the rotation axis. Let $\phi$ be its azimuth measured from the direction of the source. The law of cosines gives $\rho^2=L^2+r^2-2Lr\cos\phi$, so that

$$
F=\frac{Qh^2}{\pi}\,\frac1{(A-B\cos\phi)^2},\qquad A=S+r^2,\quad B=2Lr .
$$

Uniform rotation makes the time average an average over $\phi$. To evaluate it, start from the integral with the first power and substitute $q=\tan(\phi/2)$, for which $\cos\phi=(1-q^2)/(1+q^2)$ and $d\phi=2\,dq/(1+q^2)$:

$$
\int_{-\pi}^{\pi}\frac{d\phi}{A-B\cos\phi}
=\int_{-\infty}^{\infty}\frac{2\,dq}{(A-B)+(A+B)q^2}
=\frac{2\pi}{\sqrt{A^2-B^2}} .
$$

The root is real because $A-B=h^2+(L-r)^2>0$. Differentiating both sides with respect to $A$ and changing the sign gives

$$
\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\phi}{(A-B\cos\phi)^2}=\frac{A}{(A^2-B^2)^{3/2}} .
$$

At the centre $A=S$ and $B=0$, so the average is $1/S^2$. Division by this value gives the closed form stated first.

For the expansion, write out

$$
A^2-B^2=S^2+2Sr^2+r^4-4L^2r^2=S^2+2(h^2-L^2)r^2+r^4,
$$

where $S-2L^2=h^2-L^2$ was used. Hence

$$
\frac{t(r)}{t(0)}=\left(1+\frac{r^2}{S}\right)
\left[1+\frac{2(h^2-L^2)r^2}{S^2}+\frac{r^4}{S^2}\right]^{-3/2}.
$$

To order $r^2$ the bracket contributes $-3(h^2-L^2)r^2/S^2$. The total coefficient is

$$
\frac1S-\frac{3(h^2-L^2)}{S^2}
=\frac{h^2+L^2-3h^2+3L^2}{S^2}
=\frac{2(2L^2-h^2)}{S^2}.
$$

It is negative for small $L$, where the film is thinner away from the centre, and positive for large $L$, where it is thicker. Directly below the centre, $L=0$, the closed form reduces to $(1+r^2/h^2)^{-2}$, with quadratic term $-2r^2/h^2$. For $L\gg h$ the quadratic term approaches $+4r^2/L^2$.

The cancellation has a simple meaning. Expand $F$ about the wafer centre for a small displacement $\boldsymbol\delta$ of length $r$. Averaged over directions, the linear term vanishes, and $\langle\delta_i\delta_j\rangle=\tfrac12r^2\delta_{ij}$ turns the second-order term into $\tfrac14r^2\nabla^2F$. Rotation by itself removes the linear gradient; the offset must remove the Laplacian. For a function of $\rho$ in the plane,

$$
\nabla^2F=F''+\frac{F'}{\rho},\qquad
\frac{F'}{\rho F}=-\frac4S,\qquad
\frac{F''}{F}=-\frac4S+\frac{24\rho^2}{S^2},
$$

with $S=h^2+\rho^2$. At $\rho=h/\sqrt2$ these terms are $-2.667/h^2$ and $+2.667/h^2$. The upward curvature along the line to the source balances the downward curvature across it.

To find what remains, set $L^2=h^2/2$, $S=3h^2/2$ and $x=r^2/h^2$. Then

$$
\frac{t(r)}{t(0)}=\left(1+\frac{2x}3\right)(1+u)^{-3/2},\qquad
u=\frac{4x}9+\frac{4x^2}9 .
$$

Using $(1+u)^{-3/2}=1-\tfrac32u+\tfrac{15}8u^2+\cdots$,

$$
(1+u)^{-3/2}=1-\frac{2x}3+\left(-\frac23+\frac{10}{27}\right)x^2+\cdots
=1-\frac{2x}3-\frac{8x^2}{27}+\cdots .
$$

Multiplication by $1+2x/3$ cancels the terms in $x$ and leaves $-\tfrac8{27}-\tfrac49=-\tfrac{20}{27}$ as the coefficient of $x^2$.

The full expression also shows where the largest deviation lies. Its derivative is

$$
\frac{d}{dx}\frac{t(r)}{t(0)}
=(1+u)^{-5/2}\left[\frac23(1+u)-\frac23\left(1+\frac{2x}3\right)(1+2x)\right]
=-\frac{8(5x+2x^2)}{27(1+u)^{5/2}} .
$$

This is negative for every $x>0$, so the thickness falls steadily from centre to edge. The uniformity costs flux: at fixed $Q$ and $h$, the centre receives $h^4/S^2=4/9$ of what an on-axis source would deliver.

Removing the quadratic term is not the same as minimizing the thickness range on a wafer of finite radius $R$. Let $L^2=h^2/2+\varepsilon$ with small $\varepsilon$. To leading order the quadratic term becomes $4\varepsilon r^2/S^2=16\varepsilon r^2/(9h^4)$. With $y=r^2/R^2$ and $b=\tfrac{20}{27}(R/h)^4$, the deviation is

$$
\frac{t(r)}{t(0)}-1\simeq b\,(ky-y^2),\qquad
k=\frac{12\,\varepsilon}{5R^2},\qquad 0\le y\le1 .
$$

For $0\le k\le1$, the maximum is $bk^2/4$ at $y=k/2$ and the minimum is $b(k-1)$ at the edge. The range is their difference, $b(1-k/2)^2$, which decreases to $b/4$ at $k=1$. For $1\le k\le2$ the minimum is zero and the range $bk^2/4$ increases again. For $k>2$ the range is $b(k-1)>b$, and for $k<0$ it is $b(1-k)>b$. The best choice is therefore $k=1$, which makes edge and centre equal:

$$
L^2\simeq\frac{h^2}2+\frac{5R^2}{12}.
$$

It reduces the range to one quarter. A direct numerical minimization for $R=0.05h$ gave $(L^2-h^2/2)/R^2=0.4166$ and a range ratio of 0.2498, against the leading-order values $5/12$ and $1/4$.

The number $1/\sqrt2$ belongs to the cosine law and to the parallel axis. Suppose first that the emission follows $\cos^n\theta$. With the wafer cosine and the factor $1/D^2$, the flux varies as $(h^2+\rho^2)^{-p}$, where $p=(n+3)/2$. Then

$$
F''+\frac{F'}\rho
=F\left[-\frac{4p}{S}+\frac{4p(p+1)\rho^2}{S^2}\right]
=\frac{4p(p\rho^2-h^2)}{S^2}F .
$$

Multiplication by $r^2/4$ gives the relative quadratic term $p(pL^2-h^2)r^2/S^2$. Its zero is $L=h/\sqrt p$, so a more forward-directed beam needs a smaller offset.

Suppose next that a cosine source is tilted by $\beta$ towards the rotation axis. Let $X$ be the component of the lateral displacement from source to wafer point along the direction from source to rotation axis. The emission cosine becomes $(h\cos\beta+X\sin\beta)/D$, and the flux is proportional to $(1+X\tan\beta/h)g$, with $g=(h^2+\rho^2)^{-2}$. Since $\nabla^2(Xg)=X\nabla^2g+2\,\partial g/\partial X$ and $\partial g/\partial X=-4Lg/S$ at the wafer centre, the relative quadratic term is

$$
\left[\frac{2(2L^2-h^2)}{S^2}
-\frac{2L\tan\beta}{hS\,(1+L\tan\beta/h)}\right]r^2 .
$$

If the source is aimed at the wafer centre, $\tan\beta=L/h$ and $1+L\tan\beta/h=S/h^2$. The second term is then $-2L^2r^2/S^2$, and the sum is $2(L^2-h^2)r^2/S^2$. For this aimed source the quadratic error vanishes at $L=h$, not at $h/\sqrt2$.

As an example, take CdTe grown from one compound cell. Its vapour is treated as Cd and Te$_2$ leaving in the proportion that preserves the composition, with the same angular distribution. The rough typical inputs are $h=200$ mm, $R=38$ mm, a net growth rate of 0.28 nm/s, a film of 2000 nm and 10 turns per minute. The required offset is

$$
L=\frac{200\ \text{mm}}{\sqrt2}=141.42\ \text{mm}.
$$

At the edge $x=(38/200)^2=0.0361$, and the fourth-order estimate is $-\tfrac{20}{27}x^2=-0.0965\,\%$. The closed form gives $-0.0948\,\%$, or 1.90 nm in the film. An on-axis source at the same height gives $(1.0361)^{-2}-1=-6.85\,\%$, or 137 nm, which is 72 times as much. At $r=20$ mm the two errors are $-0.0074\,\%$ and $-1.97\,\%$.

Rotation is essential to this result. With the wafer at rest, the flux around its edge runs from 0.691 to 1.401 times the centre value. The finite-wafer formula gives $L=\sqrt{20000+5(38)^2/12}=143.53$ mm, in agreement with the numerical solution for equal edge and centre. It reduces the range from 0.0948 % to 0.0234 %.

The required source strength follows from the centre flux. A re-evaporation loss of 0.02 nm/s is assumed, which is a high value for the wafer temperature used below, so the beam must supply 0.30 nm/s. With four CdTe units in a cubic cell of edge about 0.65 nm, the arrival rate is

$$
F_0\approx\frac{4\times0.30}{(0.65)^3}\ \text{nm}^{-2}\,\text{s}^{-1}
\approx4.4\times10^{14}\ \text{cm}^{-2}\,\text{s}^{-1}.
$$

From $F_0=Qh^2/(\pi S^2)$, the source must emit $Q=\pi F_0S^2/h^2\approx1.2\times10^{18}$ CdTe units per second, or about 1.8 g/h. The wafer intercepts approximately $\pi R^2F_0/Q=R^2h^2/S^2=1.60\,\%$ of it.

The net growth rate corresponds to about 1 µm/h. The assumption of a parallel source axis must be checked for the chamber in use, because a cell may be inclined towards the wafer. Tilting the source by $1^\circ$ towards the rotation axis at fixed position changes the edge thickness by $-0.057\,\%$ of the centre thickness; an equal tilt away from the axis changes it by $+0.059\,\%$. Aiming it fully at the wafer centre from $L=h/\sqrt2$ gives a quadratic term of $-\tfrac49x=-1.6\,\%$. The rule $L=h/\sqrt2$ should therefore not be carried over to an aimed cell.

The cosine law is also uncertain here. For an opening of radius 15 mm and a source at 800 K, equating the required emission to the effusion from an equilibrium vapour gives a pressure of about $2.6\times10^{-3}$ Torr. With a rough molecular diameter of 0.5 nm, the hard-sphere mean free path is 28 mm, only 0.94 of the opening diameter. Collisions near the opening cannot be neglected with confidence. This estimate does not determine the resulting angular distribution, so $n=1.5$ serves as a trial value. At the unchanged offset it shifts the edge by $+0.42\,\%$ of the centre thickness, more than four times the ideal residual and of opposite sign. For that emission law the quadratic term would vanish at 133.33 mm. Collisions are not the only cause, and the trial value is not an upper bound. If the charge lies below the lip of a cylindrical crucible, diffuse re-emission from the walls narrows the beam even without collisions. For the 15 mm opening, with $h$ measured from the lip, a depth of 15 mm shifts the edge by about $+0.7\,\%$ and a depth of 30 mm by about $+1.8\,\%$. The offset for equal edge and centre then falls to roughly 132 mm and 120 mm. The pattern changes as the charge is used up. The walls also return part of the vapour, about half at 30 mm depth, so the required pressure is higher than estimated above.

The finite size of the source matters less. Averaging over a uniform disc of radius $a$ multiplies the expansion by the operator $1+\tfrac18a^2\nabla^2+\cdots$, because the mean square distance from its centre is $a^2/2$. Combined with $\tfrac14r^2\nabla^2$ from the rotation, this gives the cross term $\tfrac1{32}a^2r^2\nabla^4F$. The fourth-order term of a circle average is $\tfrac1{64}r^4\nabla^4F$, since $\langle\delta_X^4\rangle=\tfrac38r^4$ and isotropy fixes the other fourth moments. Comparison with $-\tfrac{20}{27}(r/h)^4F$ gives $\nabla^4F=-\tfrac{1280}{27}F/h^4$, and the cross term is $-\tfrac{40}{27}a^2r^2/h^4$ relative to $F$. It amounts to $-0.030\,\%$ at the edge; direct integration over the disc gives $-0.029\,\%$.

Placement errors are comparable with the ideal residual. An offset 2 mm too large changes the edge by $+0.090\,\%$, and a height 2 mm too large by $-0.059\,\%$. The first nearly cancels the residual at the edge because it brings the source close to the finite-wafer optimum; a thickness range of about 0.026 % remains across the wafer.

An incomplete turn leaves part of the linear gradient. To first order $F/F(L)=1+4Lr\cos\phi/S$, and the mean of $\cos\phi$ over the half turn nearest the source is $2/\pi$. If that half turn is the surplus in a total of $N$ turns, its weight is $1/(2N)$ and the excess is $4Lr/(\pi SN)$. The film takes $2000/0.28=7143$ s, or 1190 turns, and the numerical excess at the edge is 0.0093 %. Since it scales as $1/N$, a layer grown in about ten turns with such a surplus half turn would be about 1 % too thick at one edge and about 1 % too thin at the opposite edge. Thin layers thus need faster rotation or whole turns.

Scattering by residual gas is small in this example. At $10^{-6}$ Torr and 300 K the estimated mean free path is 28 m, against a flight path of $\sqrt S=0.245$ m. The edge-to-centre ratio changes by about 0.005 %.

Re-evaporation can matter more, depending on the wafer temperature. A uniform loss subtracts the same rate everywhere, so it multiplies the relative flux error by $0.30/0.28=1.071$. A temperature difference can have a larger effect. With a rough activation energy of 1.9 eV, a wafer centre at 570 K and the assumed loss of 0.02 nm/s, an edge 2 K cooler loses less material and becomes 0.91 % thicker relative to the centre. That is nearly ten times the ideal geometrical residual, but it is probably an overestimate for 570 K. Scaling the emission per unit area of the 800 K source down to 570 K with the same activation energy gives a loss of only about 0.002 nm/s. The same 2 K then changes the edge by about 0.08 %, which is comparable with the geometrical residual. On the same scaling, the loss reaches 0.02 nm/s only near 608 K. This extrapolation over 230 K is sensitive to the rough activation energy: at 570 K it gives 0.018 nm/s for 1.5 eV and 0.0006 nm/s for 2.1 eV. For these inputs the figure of 0.095 % describes the geometry alone; the uniformity of the film would depend on the wafer temperature and the true emission pattern.

## Computed values

```
GENERAL RESULTS (h = 1)
zero of quadratic term, L/h: 0.70711
fourth-order coefficient: -0.7407
curvature term F''/F: 2.6667
slope term F'/(rho F): -2.6667
centre flux / on-axis source flux: 0.4444
small wafer: (L^2-h^2/2)/R^2 at best: 0.4166
small wafer: best range / range at h/sqrt2: 0.2498
CdTe EXAMPLE, ROUGH INPUTS
height h: 200 mm; wafer radius: 38 mm
source opening radius: 15 mm
net rate: 0.28 nm/s; loss: 0.02 nm/s
film: 2000 nm; rotation: 10 turns/min
lattice constant: 0.648 nm
molecular diameter: 0.5 nm
wafer: 570 K; source: 800 K
residual gas: 1e-06 Torr at 300 K
loss activation energy: 1.9 eV
IDEAL MODEL
offset h/sqrt2: 141.42 mm
r = 10 mm: offset -0.0005 %, on-axis -0.498 %
r = 20 mm: offset -0.0074 %, on-axis -1.970 %
r = 30 mm: offset -0.0371 %, on-axis -4.353 %
r = 38 mm: offset -0.0948 %, on-axis -6.847 %
edge, fourth-order estimate: -0.0965 %
edge error ratio on-axis/offset: 72.2
edge deficit in film, offset: 1.90 nm
edge deficit in film, on-axis: 136.9 nm
unrotated edge flux / centre: 0.691 to 1.401
offset with edge = centre: 143.53 mm
range at h/sqrt2: 0.0948 %
range with edge = centre: 0.0234 %
arrival at centre: 4.410e+14 CdTe/(cm2 s)
source consumption: 1.79 g/h
fraction caught by wafer: 1.60 %
NEGLECTED EFFECTS: CHANGE AT WAFER EDGE
emission exponent n = 1.5: +0.4222 %
offset for that n: 133.33 mm
finite source: -0.0287 %
source tilt 1 degree inward: -0.0573 %
offset error +2 mm: +0.0900 %
height error +2 mm: -0.0592 %
total turns: 1190; extra half turn: +0.0093 %
chamber mean free path: 28.0 m
residual-gas scattering: +0.00488 %
edge 2 K cooler, less loss: +0.910 %
uniform loss multiplies flux error by: 1.071
source vapour pressure: 2.64e-03 Torr
source mean free path: 28.2 mm
mean free path / opening diameter: 0.94
```
